# Can a strong plane wave create electron–positron pairs from vacuum?

**Question**

A uniform electric field can create electron–positron pairs, and the scale at which this becomes strong is the critical field \(E_S=m^2c^3/(|e|\hbar)\). A plane electromagnetic wave also contains an electric field. If I make its peak field several times \(E_S\), should the vacuum not break down near the crests?

I know that \(\mathbf E^2-\mathbf B^2\) and \(\mathbf E\cdot\mathbf B\) vanish for a plane wave. But the field varies in space and time, so I do not see why two local quantities should settle the matter. The wave also carries any amount of energy I like, and its photons could each have energy \(2m\) or more. What forbids them from making a pair?

**Answer**

No pairs are created by the plane wave alone, whatever its amplitude. You are right that the vanishing invariants do not prove this for a varying field. The proof comes from a conserved momentum whose sign distinguishes electron solutions from negative-energy solutions.

**What is assumed**

I use \(\hbar=c=1\) and take the wave to be a prescribed classical field, so its depletion is neglected. It travels along \(+z\) and has the transverse potential

\[
\mathbf A=(A_x(\varphi),A_y(\varphi),0),\qquad A^0=0,\qquad \varphi=t-z .
\]

The waveform and polarization are arbitrary, and \(\mathbf A\) vanishes before and after the pulse. I write \(\mathbf a=q\mathbf A\), where \(q\) is the particle's charge. The mass \(m\) is positive.

**What the invariants tell us**

With a prime for \(d/d\varphi\), we have \(\partial_t\mathbf A=\mathbf A'\) and \(\partial_z\mathbf A=-\mathbf A'\). Hence

\[
\mathbf E=-\partial_t\mathbf A=(-A_x',-A_y',0),
\]
\[
\mathbf B=\nabla\times\mathbf A=(-\partial_zA_y,\partial_zA_x,0)=(A_y',-A_x',0).
\]

The two vectors have equal length, and \(\mathbf E\cdot\mathbf B=-A_x'A_y'+A_y'A_x'=0\). Both invariants vanish at every point. No change of frame can therefore turn the local field into a purely electric one, which removes the reason for inserting the peak \(E\) into an estimate made for a uniform electric field.

A boost makes the same point. In a frame moving with velocity \(v\) along the wave, using \(B_y=E_x\),

\[
E_x'^{\,\rm boosted}=\frac{E_x-vB_y}{\sqrt{1-v^2}}
=\frac{1-v}{\sqrt{1-v^2}}E_x
=\sqrt{\frac{1-v}{1+v}}\,E_x .
\]

The \(y\) component acquires the same factor. At \(v=0.9999\) it is 0.00707, so a peak of \(3.51E_S\) becomes \(0.0248E_S\). The number of pairs must be the same in both frames, because the initial vacuum is the same state for both observers. The peak field alone therefore cannot be the criterion. This does not yet show that the number is zero, since the amplitude \(\mathbf a\) is unchanged by the boost.

**The conserved quantity and its sign**

The Dirac equation in the wave is

\[
i\partial_t\psi=\left[-i\alpha_z\partial_z+W(\varphi)\right]\psi,
\qquad
W=\boldsymbol\alpha_\perp\cdot(\mathbf p_\perp-\mathbf a)+\beta m .
\]

Here \(\mathbf p_\perp\) is a constant vector, because the field does not depend on \(x\) or \(y\). Now consider

\[
K=i(\partial_t+\partial_z).
\]

Any function of \(t-z\) obeys \((\partial_t+\partial_z)f(t-z)=f'-f'=0\). Thus \(K\) commutes with \(W\), and its eigenvalue \(\kappa\) is conserved. Acting on a free solution proportional to \(e^{-i\varepsilon t+ip_zz}\), it gives

\[
\kappa=\varepsilon-p_z .
\]

The wave can change \(\varepsilon\) and \(p_z\), but not their difference.

Let \(M_0^2=m^2+\mathbf p_\perp^2\) and \(E_p=\sqrt{M_0^2+p_z^2}\). Since \(E_p>|p_z|\), the two kinds of free solution have

\[
\varepsilon=+E_p:\quad \kappa=E_p-p_z=\frac{M_0^2}{E_p+p_z}>0,
\]
\[
\varepsilon=-E_p:\quad \kappa=-(E_p+p_z)<0 .
\]

An empty negative-energy state is a positron with the opposite energy and momentum, so a real positron also has positive \(\kappa\). The vacuum has total \(\kappa=0\), while a pair has a strictly positive total. The transition is forbidden.

Emitting extra photons does not help. A photon of momentum \(\mathbf l\) has \(|\mathbf l|-l_z\ge0\), so it cannot cancel the positive contribution of the pair.

This also answers the question about energy. Any collection of photons moving along \(+z\) has total energy \(\Omega\), total momentum \(\Omega\hat{\mathbf z}\), and invariant mass squared \(\Omega^2-\Omega^2=0\). A pair with four-momenta \(p\) and \(p'\) has

\[
(p+p')^2=2m^2+2p\cdot p'\ge4m^2 .
\]

The inequality follows in the rest frame of the first particle, where \(p\cdot p'=mE'\ge m^2\). Adding parallel photons raises the energy, but it raises the momentum by the same amount. The missing ingredient is invariant mass.

**The field equation shows the same thing**

One can solve the Dirac equation and see that no opposite-energy part appears. Split the spinor by the eigenvalues of \(\alpha_z\):

\[
\alpha_z\psi_\pm=\pm\psi_\pm,\qquad \psi=\psi_++\psi_- .
\]

The matrices \(\alpha_x,\alpha_y,\beta\) all anticommute with \(\alpha_z\), so \(W\) turns a \(\psi_-\) into a spinor of the plus kind, and conversely. The Dirac equation separates into

\[
i(\partial_t+\partial_z)\psi_+=W\psi_-,
\qquad
i(\partial_t-\partial_z)\psi_-=W\psi_+ .
\]

Introduce \(u=t+z\). The chain rule gives \(\partial_t=\partial_u+\partial_\varphi\) and \(\partial_z=\partial_u-\partial_\varphi\), hence

\[
\partial_t+\partial_z=2\partial_u,\qquad
\partial_t-\partial_z=2\partial_\varphi .
\]

Because \(\kappa\) is conserved, set \(\psi_\pm=e^{-i\kappa u/2}\chi_\pm(\varphi)\). Then \(2i\partial_u\) gives \(\kappa\), and

\[
\kappa\chi_+=W\chi_-,\qquad
2i\chi_-'=W\chi_+=\frac{W^2}{\kappa}\chi_- .
\]

In \(W^2\) the cross terms cancel, since the three matrices anticommute and the components of \(\mathbf p_\perp-\mathbf a\) are ordinary numbers. Each matrix squares to one, so

\[
W^2=M^2(\varphi)=m^2+(\mathbf p_\perp-\mathbf a)^2 .
\]

What remains is a first-order equation, whose solution is

\[
\chi_-(\varphi)=
\exp\left[-\frac{i}{2\kappa}\int_{\varphi_0}^{\varphi}M^2(s)\,ds\right]
\chi_-(\varphi_0).
\]

The other half follows algebraically from \(\chi_+=W\chi_-/\kappa\).

To identify the state after the pulse, write the free phase in the same variables:

\[
\varepsilon t-p_zz=\frac{(\varepsilon-p_z)u+(\varepsilon+p_z)\varphi}{2}.
\]

For a free particle \((\varepsilon-p_z)(\varepsilon+p_z)=M_0^2\), so \(\varepsilon+p_z=M_0^2/\kappa\). This is the coefficient in the solution above when the field is absent. The outgoing energy is therefore

\[
\varepsilon=\frac12\left(\kappa+\frac{M_0^2}{\kappa}\right),
\]

which has the sign of \(\kappa\). Relative to free motion, the pulse leaves just the factor

\[
e^{i\theta},\qquad
\theta=-\frac{\Theta}{2\kappa},\qquad
\Theta=\int_{-\infty}^{\infty}(M^2-M_0^2)\,d\varphi .
\]

The spinor also returns to its free form, because \(W\) does.

In the quantized field, each outgoing annihilation operator is the incoming one times a phase. A state annihilated by all incoming operators is then annihilated by all outgoing ones. The Bogoliubov coefficients that would mix creation and annihilation operators are zero, and the vacuum persists with probability one.

**Why a uniform electric field is different**

Suppose we keep the same time dependence but drop the dependence on \(z\), using \(\mathbf A(t)\). The magnetic field disappears. Now \(p_z\) is conserved, while \(\kappa\) is not.

At fixed \(\mathbf p_\perp\) and \(p_z\), there are two free energies, \(+E_p\) and \(-E_p\). A time-dependent field can mix them. At fixed \(\mathbf p_\perp\) and \(\kappa\), the formula above gives one energy. The two spin states share that energy, so a plane wave has no solution of opposite energy with which to mix them.

Looking at \(E(t)\) at one point hides this difference. The magnetic field and the propagation in \(z\) belong to the wave as much as its electric field does.

**A deliberately severe example**

Take the round model parameters

\[
\begin{aligned}
a_x&=a_0e^{-m^2\varphi^2/2}\cos(2m\varphi),\\
a_y&=\tfrac12a_0e^{-m^2\varphi^2/2}\sin(2m\varphi),
\end{aligned}
\]

with \(a_0=2m\). The peak field is \(3.51E_S\), or \(4.65\times10^{18}\) V/m. The corresponding instantaneous intensity, \(\epsilon_0cE^2\), is \(5.73\times10^{30}\) W/cm². The carrier frequency is \(2m\), so this is an extremely short gamma-ray pulse and not a model of a laboratory laser.

A negative-energy packet with \(p_x=0.3m\), \(p_y=0\) and \(p_z\) centred near zero, with a Gaussian spread of \(0.15m\), was propagated with the four-component Dirac equation in \(t\) and \(z\). Label its two spin states by the eigenvalue \(s=\pm1\) of \(-i\alpha_x\alpha_y(\beta m+\alpha_zp_z)/\sqrt{m^2+p_z^2}\), which is conserved in a uniform transverse field; the packet is about 8% \(s=+1\) and 92% \(s=-1\). That calculation does not impose conservation of \(\kappa\) or use the solution above. The positive-energy fraction at the end is this packet's contribution to the expected number of created pairs. It is not the total yield, which requires a sum over all negative-energy states.

The phase can be worked out by hand. Expanding the square gives \(M^2-M_0^2=\mathbf a^2-2p_xa_x\). Put \(m=1\) for the integral and use \(\cos^2x+\tfrac14\sin^2x=\tfrac58+\tfrac38\cos2x\):

\[
\Theta=a_0^2\sqrt\pi\left(\frac58+\frac38e^{-4}\right)
-2p_xa_0\sqrt{2\pi}\,e^{-2}.
\]

The exponentials come from the Gaussian integrals of \(e^{-\varphi^2}\cos4\varphi\) and \(e^{-\varphi^2/2}\cos2\varphi\). For \(a_0=2\),

\[
\Theta=4.480-0.407=4.073,
\]

in units of \(m\). At \(p_z=0\), \(\kappa=-\sqrt{1.09}=-1.044\), so

\[
\theta=\frac{4.073}{2(1.044)}=1.95\ \text{rad}.
\]

This is a large effect on the phase. Omitting it would give a state differing from the correct one by about \(|e^{i\theta}-1|=2\sin(\theta/2)=1.66\), for states of unit norm. The propagated packet gives 1.66 as well. When the predicted phase is included for every momentum in the packet, the norm of the difference falls to \(3.6\times10^{-4}\).

The pair-creation results are as follows.

- The travelling pulse leaves a positive-energy fraction of \(7\times10^{-9}\). At half the amplitude it is \(3\times10^{-9}\). The derived value is zero in both cases. The program requires the fraction to lie below \(10^{-5}\); the numerical source of the small remainders was not examined.
- The uniform field with the same time dependence gives 0.56, and 0.36 at half amplitude. These values belong to this spin mixture: because the field is elliptically polarized, \(s=+1\) and \(s=-1\) give 0.23 and 0.59 at full amplitude, and 0.93 and 0.31 at half amplitude. The fraction is therefore large, but it does not rise with amplitude for every state.
- Two opposite pulses, each of half amplitude, give 0.0041. The value is the same, to this precision, at two late times. It too is specific to this packet: packets starting with \(s=+1\) and \(s=-1\) give 0.017 and 0.0029, and a \(p_z\) spread of \(0.25m\) gives 0.0065.

The wave does act strongly on the packet. Its mean energy is \(-1.055m\) before the pulse, \(-1.668m\) at \(t=0\), when the pulse is centred on \(z=0\), and \(-1.055m\) afterwards. At all three times, the mean of \(\kappa\) stays at \(-1.050m\). The negative-energy state is pushed further from zero energy and then released; it is not lifted across the gap. The full set of values is in the numerical output.

**Where the protection ends**

*Colliding waves.* For two opposite pulses take

\[
\mathbf A=\tfrac12\left[\mathbf A_1(t-z)+\mathbf A_1(t+z)\right].
\]

At \(z=0\) this has the same electric field as the single pulse \(\mathbf A_1(t-z)\). The two contributions to \(\partial_z\mathbf A\) cancel there, so \(\mathbf B=0\). More importantly, \((\partial_t+\partial_z)\mathbf A_1(t+z)=2\mathbf A_1'\), which is not zero, and \(\kappa\) is no longer conserved. In photon language, a head-on pair of photons with energies \(\omega_1,\omega_2\) has invariant mass squared

\[
(\omega_1+\omega_2)^2-(\omega_1-\omega_2)^2=4\omega_1\omega_2 ,
\]

which can reach \(4m^2\). The fraction 0.0041 is well below the uniform-field value. The cause of that difference was not examined here. What matters for the argument is that the fraction is more than five orders of magnitude above the remainder left by the single travelling pulse.

*Focused beams.* A focused beam contains waves travelling in different directions, so it lacks the symmetry used here. Pair creation is then not forbidden by this argument. How much occurs depends on the actual field and needs a separate calculation.

*A probe photon.* Let a photon of momentum \(\mathbf l\), not parallel to the wave, enter a wave of frequency \(\omega\). It brings \(|\mathbf l|-l_z>0\). Together with \(n\) wave photons its invariant mass squared is

\[
(n\omega+|\mathbf l|)^2-(n\omega\hat{\mathbf z}+\mathbf l)^2
=2n\omega(|\mathbf l|-l_z).
\]

In a weak wave the pair needs at least \(4m^2\). In a long periodic wave whose \(\mathbf a\) averages to zero over a cycle, the transverse oscillation raises this threshold to \(4(m^2+\langle\mathbf a^2\rangle)\), where the brackets denote the cycle average. A large enough \(n\) exceeds either value, so pair creation becomes kinematically possible. That is the conversion of an incoming photon in the wave, not decay of the vacuum.

*A longitudinal field.* Dependence on \(t-z\) alone is not sufficient. If the potential also has components \(A^0(\varphi)\) and \(A_z(\varphi)\), the physical, kinetic quantity is \(\kappa-q(A^0-A_z)\). It can change and pass through zero even though \(\kappa\) is conserved, so its sign no longer protects the vacuum. Such a field can have \(E_z(\varphi)\ne0\). Where that component varies, \(\nabla\cdot\mathbf E=-E_z'\ne0\), so charges are present and it is not a vacuum plane wave.

*Zero mass.* If \(m=0\) and \(\mathbf p_\perp=0\), a particle moving along \(+z\) has \(\kappa=0\). The strict inequality is lost, and the division by \(\kappa\) fails. Electrons have \(m>0\), so this point is never reached at finite momentum.

**Two limits that do not rescue the belief**

First, stretch the whole waveform, carrier included, while holding its peak field fixed. Over a region much shorter than both the wavelength and the pulse, the field looks like constant, perpendicular electric and magnetic fields of equal strength. The mixing coefficient is zero for every finite pulse length, so its limit is zero too. Slow variation does not turn the wave into a uniform electric field, because the magnetic field never goes away.

Second, let the potential end at a constant \(\mathbf A_\infty\) instead of zero. The fields still vanish afterwards, but the final transverse kinetic momentum is \(\mathbf p_\perp-\mathbf a_\infty\). Replace \(M_0^2\) in the outgoing energy by

\[
M_\infty^2=m^2+(\mathbf p_\perp-\mathbf a_\infty)^2>0 .
\]

The energy \(\tfrac12(\kappa+M_\infty^2/\kappa)\) still has the sign of \(\kappa\). Such a pulse can leave an existing electron with a different momentum, but it still cannot create a pair from the vacuum.

## Calculated quantities

```
critical field: 1.3233e+18 V/m
electron rest energy: 510.999 keV
pulse amplitude a: 2.0 m; ellipticity: 0.5
carrier frequency: 2.0 m; Gaussian width: 1.0 /m
packet p_x: 0.30 m; p_z spread parameter: 0.15 m
peak field, travelling pulse: 3.5124 critical fields
peak field, travelling pulse: 4.648e+18 V/m
peak instantaneous intensity: 5.734e+30 W/cm^2
travelling: max|E^2-B^2| = 6.25e-11, max|E.B| = 6.79e-12 critical^2
uniform: max|E^2-B^2| = 1.22e+01, max|E.B| = 0.00e+00 critical^2
colliding: max|E^2-B^2| = 1.22e+01, max|E.B| = 3.73e+00 critical^2
boost velocity along wave: 0.9999 c
field ratio after boost: 0.00707
boosted peak field: 0.02484 critical fields
travelling, a = 1.0 m: positive-energy fraction = 2.75e-09
  phase integral Theta: 0.91642 m
  state error with light-front phase: 1.78e-04
  state difference if phase is omitted: 0.4454
  mean energy before/during/after: -1.0546 / -1.1778 / -1.0546 m
  mean kappa before/during/after: -1.0504 / -1.0504 / -1.0504 m
travelling, a = 2.0 m: positive-energy fraction = 7.48e-09
  phase integral Theta: 4.07275 m
  state error with light-front phase: 3.64e-04
  state difference if phase is omitted: 1.6608
  mean energy before/during/after: -1.0546 / -1.6676 / -1.0546 m
  mean kappa before/during/after: -1.0504 / -1.0504 / -1.0504 m
uniform field, a = 1.0 m: positive-energy fraction = 0.36408
uniform field, a = 2.0 m: positive-energy fraction = 0.56204
colliding pulses at t = 40/m: fraction = 0.00409
colliding pulses at t = 50/m: fraction = 0.00409
```
